# Random dissociative adsorption on two neighbouring empty sites: sticking and coverage

## What scaling fixes

Let a clean surface be exposed to a gas of diatomic molecules from time $t=0$. Molecules arrive independently, at a constant mean rate $F$ per surface site. A molecule that lands on two neighbouring empty sites dissociates there with probability $s$, leaving one atom on each; otherwise it returns to the gas. The coverage $\theta$ is the number of adsorbed atoms per site.

Since $\theta$ is a pure number, it can depend on time only through products of $t$ with rates. The arrival rate supplies $Ft$. Moreover, $s$ and $F$ enter only as a product. One may decide by lot, before each molecule lands, whether it would dissociate on an empty pair. Those that would not leave no trace, and the others arrive at the rate $sF$. With the reduced time

$$\tau = 2Ft,\qquad x = s\tau ,$$

where $\tau$ counts the atoms that have struck per site, the coverage is a function of $x$ and of whatever else describes the surface: its size, the number of neighbours of a site, and the rate at which adsorbed atoms hop, measured in units of $sF$. Suppose that the surface is large and that the atoms are kept randomly arranged. The empty fraction $v=1-\theta$ then describes its state completely.

A scaling argument now fixes the form of $v(x)$. Empty sites disappear in pairs, so an empty site needs an empty neighbour. If a random surface starts with the empty fraction $v_0$ instead of 1, each empty site finds a partner less often by the factor $v_0$. The process is the same as on a clean surface, but its clock runs slower by $v_0$. If $f(x)$ is the empty fraction for a clean start, with $f(0)=1$, the diluted start gives $v_0f(v_0x)$.

Stop the clean-start process at $x$ and let it continue for a further interval $y$. The second part starts from $v_0=f(x)$, so

$$f(x+y)=f(x)\,f\big(f(x)\,y\big).$$

Differentiating with respect to $y$ and setting $y=0$ gives one factor $f(x)$ from the prefactor and one from the inner derivative:

$$f'(x)=f'(0)\,f(x)^2 .$$

With $a=-f'(0)$ this reads $(1/f)'=a$, hence $f=1/(1+ax)$. Scaling thus gives the quadratic rate and the algebraic decay, but not the number $a$. It also takes the random arrangement for granted. The first derivation below supplies $a$; the second supplies a mechanism for the randomness.

Some assumptions hold throughout. Sites are equivalent, each has $z$ neighbours and holds at most one atom, and a landing molecule chooses a neighbouring pair at random. There is no desorption, no loss of atoms into the solid, and no weakly bound molecule that searches the surface for a better place. Finally, $s$ does not depend on coverage. For oxygen, whose free molecule is a spin triplet, a spin change or an energy barrier may limit dissociation. In this model all of that is contained in the number $s$.

## First derivation: a local rate equation

Consider $M$ sites. In a time $dt$, $FM\,dt$ molecules arrive on average. Let $S$ be the sticking probability at the current coverage. Each molecule that sticks adds two atoms, so

$$M\,d\theta = 2\,S\,F M\,dt
\quad\Longrightarrow\quad
\frac{d\theta}{d\tau}=S .$$

The factor 2 has been absorbed in $\tau=2Ft$.

A molecule sticks if its pair of sites is empty and if it then dissociates. Let $P_2$ be the probability that a randomly chosen neighbouring pair is empty. Then

$$S=sP_2,\qquad \frac{d\theta}{dx}=P_2 .$$

These equations hold for any arrangement of the atoms. They are not yet a closed law, because $P_2$ is not in general a function of $\theta$.

The closure is the assumption of this derivation: in a large surface, the occupations of neighbouring sites are statistically independent at every moment. Each site is empty with probability $1-\theta$, so both are empty with probability

$$P_2=(1-\theta)^2,\qquad\text{hence}\qquad S=s(1-\theta)^2 .$$

On the clean surface $d\theta/dx=1$, which gives $a=1$ in the scaling form.

To integrate, write $v=1-\theta$. Since $dv=-d\theta$, the rate equation is $dv/dx=-v^2$. Therefore

$$\frac{d}{dx}\frac1v=-\frac{1}{v^2}\frac{dv}{dx}=1 ,$$

and, for an initial coverage $\theta_0$ in a random arrangement,

$$\frac{1}{1-\theta}=\frac{1}{1-\theta_0}+s\tau .$$

For $\theta_0=0$ this becomes $1-\theta=1/(1+s\tau)$, or

$$\theta=\frac{s\tau}{1+s\tau},\qquad
S=\frac{s}{(1+s\tau)^2}.$$

As an example with a nonzero start, $\theta_0=0.2$ and $s\tau=5$ give $1/(1-\theta)=1.25+5=6.25$, so that $\theta=0.84$. Direct numerical integration of the rate equation gives the same value.

For small exposure, $\theta\approx s\tau-(s\tau)^2$: the first term counts atoms landing on a clean surface, and the second is the first effect of blocking. For large exposure, $1-\theta\approx1/(s\tau)$, so that ten times fewer empty sites require about ten times the exposure. If one empty site were enough, with the same initial slope, the equation would be $d\theta/dx=1-\theta$ and the empty fraction would fall as $e^{-x}$. The slow algebraic tail comes from the need for a second empty site.

The law can also be written as $\theta/(1-\theta)=s\tau$. Within the model, a plot of $\theta/(1-\theta)$ against $\tau$ is a straight line through the origin with slope $s$.

## Second derivation: hopping, counting and waiting times

This derivation does not assume independent sites. It starts from a finite surface on which the adsorbed atoms hop to empty neighbouring sites, and it finds the time needed to reach a given coverage.

**Hopping makes all arrangements equally likely.** Let the atoms interact only by excluding one another, and let every allowed hop have the same rate $h$ as its reverse. With adsorption switched off, the number of atoms $N$ is fixed. The probability $p_c$ of an arrangement $c$ obeys

$$\frac{dp_c}{dt}=h\sum_{c'\sim c}(p_{c'}-p_c),$$

where the sum runs over arrangements one hop away. Multiply by $2p_c$ and sum over $c$. Each link between two arrangements occurs in both directions, and adding the two contributions gives

$$\frac{d}{dt}\sum_c p_c^2=-h\sum_c\sum_{c'\sim c}(p_c-p_{c'})^2\le0 .$$

The sum of squares falls until linked arrangements have equal probability. On a connected lattice, any arrangement of identical atoms can be turned into any other by exchanging the contents of neighbouring sites. All arrangements with the same $N$ therefore become equally likely.

**Counting gives the pair probability.** Let $E=M-N$ be the number of empty sites. Choose one neighbouring pair. The probability that its first site is empty is $E/M$. Given that, $E-1$ of the other $M-1$ sites are empty, and all are equivalent in the count. Thus

$$P_2=\frac{E(E-1)}{M(M-1)} .$$

The neighbour number $z$ does not appear. With $E=Mv$, the difference from the independent-site value is

$$P_2-v^2=\frac{v(Mv-1)-(M-1)v^2}{M-1}=-\frac{v(1-v)}{M-1}.$$

It is negative because one empty site leaves slightly fewer empty sites for its neighbour, and it vanishes for large $M$. As a small case, six atoms on a $4\times4$ square lattice with periodic edges leave ten empty sites, and $P_2=10\cdot9/(16\cdot15)=0.375$. Enumeration of all 8008 arrangements gives the same number.

**The rate of the next adsorption.** There are $zM/2$ neighbouring pairs and $FM$ arrivals per unit time, so each pair is struck at the rate $2F/z$. An empty pair is filled at the rate $2sF/z$. Since $dx=2sF\,dt$, this is $1/z$ per unit $x$. If hopping mixes the arrangements many times between adsorption events, the total rate depends on $E$ alone:

$$r_E=\frac{zM}{2}\,\frac1z\,\frac{E(E-1)}{M(M-1)}=\frac{E(E-1)}{2(M-1)} .$$

The neighbour number cancels again. Each event lowers $E$ by two. Because arrivals are independent and the rate is constant between events, the waiting interval in $x$ is exponentially distributed. Its mean is $w_E=1/r_E$ and its variance is $w_E^2$.

**Adding the waits.** Let the surface be filled from $E=M$ down to $E=m$, with $M-m$ even and $m\geq1$. The mean value of $x$ at which this is reached is

$$\bar X=(M-1)\sum_{E=m+2,\,m+4,\ldots,M}\frac{2}{E(E-1)} .$$

Each term lies between two differences:

$$\frac1{E-1}-\frac1{E+1}=\frac{2}{(E-1)(E+1)}
<\frac{2}{E(E-1)}<
\frac{2}{E(E-2)}=\frac1{E-2}-\frac1E .$$

Because $E$ moves in steps of two, neighbouring terms cancel in the outer sums, leaving

$$(M-1)\left(\frac1{m+1}-\frac1{M+1}\right)<\bar X<(M-1)\left(\frac1m-\frac1M\right).$$

Set $m=Mv$ and let $M$ grow at fixed $v>0$. Both bounds tend to $1/v-1$.

It remains to show that the actual $x$ is close to its mean. The waits are independent, so their variances add. The longest mean wait in the sum is the last one, $w_{m+2}$, which satisfies

$$w_{m+2}=\frac{2(M-1)}{(m+2)(m+1)}<\frac{2M}{m^2}=\frac{2}{Mv^2}.$$

Therefore

$$\mathrm{Var}\,X=\sum_E w_E^2\le w_{m+2}\,\bar X
<\frac{2}{Mv^2}\left(\frac1v-1\right)=\frac{2(1-v)}{Mv^3}.$$

This tends to zero for large $M$ at fixed $v>0$. The reduced time at which a given empty fraction is reached thus becomes sharp:

$$x=\frac1v-1=\frac{\theta}{1-\theta} .$$

Coverage never decreases in this model, so a sharp time for each coverage also means a sharp coverage at each time. Solving for $\theta$ gives $\theta=x/(1+x)$, and the counted $P_2$ gives $S=s(1-\theta)^2$. Both results of the first derivation are recovered.

**How large and how fast?** At $x=1$ the large-surface law gives $\theta=0.5$. In the fast-hopping limit, surfaces with 100, 200 and 400 sites have mean coverages above this by $4.2\times10^{-4}$, $2.1\times10^{-4}$ and $1.05\times10^{-4}$. The error halves when the size doubles, as expected of a correction proportional to $1/M$.

The effect of a finite hopping rate was tested separately, by solving the master equation for all arrangements on a ring of ten sites. At $x=1$, the mean coverage differs from its own fast-hopping limit by $3.2\times10^{-4}$ when the hopping rate per pair is 100 per unit $x$, and by $3.2\times10^{-5}$ when it is 1000. On this small ring, the error at these high rates is inversely proportional to the hopping rate. The numbers should not be carried over to a large surface: a longer ring takes longer to mix, and its error at the same hopping rate is larger.

The derivation takes the limit of fast hopping first, at fixed $M$ and $x$, and only then lets $M$ grow. The proof needs this order, because on a larger surface adsorption events follow one another more quickly. It does not follow that the law itself depends on the order. Mixing the whole surface between them is a condition that makes the proof simple, not a practical estimate of the hopping rate a real surface needs. Near full coverage the remaining empty sites are far apart and must meet before they can be filled. A hopping rate shown to suffice at half coverage has therefore not been shown to suffice there.

## What each derivation assumes

Both derivations use the same atom balance, the same landing rule and a constant $s$. They differ in how they obtain $P_2$.

The first assumes independent occupations. It is short, and it applies whatever mechanism keeps the atoms random, but it cannot say whether a given surface meets the condition. The second replaces this assumption by physical ones: exclusion is the sole interaction, forward and reverse hops have equal rates, and hopping mixes the whole surface between successive adsorption events. It also shows how the fluctuations vanish for a large surface.

If adsorbed atoms attract or repel one another, arrangements with the same $N$ need not be equally likely, and neither derivation applies as it stands. If instead $s$ varies with coverage while the arrangement remains random, the factor $(1-\theta)^2$ survives, but the coverage law must be replaced by

$$\tau=\int_0^\theta\frac{d\theta'}{s(\theta')\,(1-\theta')^2}.$$

Random landing alone does not justify independence. Each event puts two atoms side by side, and if they stay there, the occupations of neighbouring sites are correlated. The effect is visible at the first order in $\theta$. Two separated atoms, with no pair of sites in common, block $2z$ neighbouring pairs. Two adjacent atoms block $2z-1$, because the pair between them is counted once. One adsorbed molecule gives $\theta=2/M$, and there are $zM/2$ pairs in all. For frozen atoms the initial loss of $S/s$ per unit coverage is therefore

$$\frac{2z-1}{zM/2}\,\frac M2=2-\frac1z ,$$

compared with 2 for random atoms. On a square lattice the two slopes are 1.75 and 2. At low coverage, frozen atoms leave more empty pairs.

## Frozen atoms on a line

A line of sites, with $z=2$, allows the frozen case to be solved at all coverages. Let $P_n$ be the probability that $n$ successive sites are empty. Each empty pair is filled at the rate $1/2$ per unit $x$. A string of $n$ empty sites contains $n-1$ pairs. It can also lose an end site to a molecule that covers this site and the next one outside. There are two ends, and each such event requires $n+1$ empty sites. Hence

$$\frac{dP_n}{dx}=-\frac{n-1}{2}P_n-P_{n+1}.$$

Try $P_n=e^{-(n-1)x/2}\phi(x)$ with $\phi(0)=1$, as a clean line requires. The derivative of the exponential cancels the first term on the right. Dividing the rest by $e^{-(n-1)x/2}$ leaves the same equation for every $n$:

$$\phi'=-e^{-x/2}\phi
\quad\Longrightarrow\quad
\ln\phi=-2\left(1-e^{-x/2}\right).$$

Since $P_1=\phi=1-\theta$, it follows that $e^{-x/2}=1+\tfrac12\ln(1-\theta)$, and

$$\frac Ss=P_2=e^{-x/2}\phi=(1-\theta)\left[1+\tfrac12\ln(1-\theta)\right].$$

For small $\theta$ this is $1-\tfrac32\theta$ to first order, in agreement with $2-1/z$ for $z=2$. For $x\to\infty$, $P_2$ vanishes while $\theta$ tends to $1-e^{-2}=0.865$. About 13.5 % of the sites stay empty for good, because no two of them are neighbours.

At $x=1$ the frozen line has $\theta=0.545$, against 0.500 for random atoms. Its empty-pair probability is 0.276, whereas independent sites at the same coverage would give 0.207. By $x=6$ the order has reversed: $\theta=0.8505$ against 0.8571. The frozen line then has $P_2=0.0074$, while independent sites at its coverage would give about 0.022. Compared at equal coverage, the two sticking curves cross at $\theta=0.797$. Compared at equal exposure, the coverage curves cross later, at $x=5.50$ and $\theta=0.846$, because the frozen line must first lose the lead it gained earlier.

These numbers show what would happen if the random law were used to read $s$ from frozen atoms on a line. At $x=1$, $\theta/(1-\theta)=0.545/0.455\approx1.20$, so $s$ would come out 20 % above its true value. At $x=6$ the ratio is $0.8505/0.1495\approx5.69$, and $s$ would come out about 5 % too low. A single measured coverage therefore cannot establish the random law; the whole curve is needed.

## A worked exposure

Take a model surface with $1.0\times10^{19}$ sites per m² and $s=0.5$. The gas has the molecular mass 32 u, that of oxygen, and is held at 300 K and $1.0\times10^{-6}$ Pa. SI units are natural for a gas exposure. Only the mass is taken from oxygen. On real metals adsorbed oxygen atoms interact and often order, the molecule frequently passes through a weakly bound state, and uptake commonly saturates or turns into oxide growth well before every site is filled. The times below illustrate the model and are not predictions for such surfaces.

The flux follows from the Maxwell distribution of the velocity component $u$ towards the surface. For number density $n=p/(k_BT)$ and molecular mass $\mu$,

$$J=n\int_0^\infty u\,\sqrt{\frac{\mu}{2\pi k_BT}}\;e^{-\mu u^2/(2k_BT)}\,du
=n\sqrt{\frac{k_BT}{2\pi\mu}}=\frac{p}{\sqrt{2\pi\mu k_BT}} .$$

The integral of $u\,e^{-\mu u^2/(2k_BT)}$ is $k_BT/\mu$, which gives the second form. With $\mu=5.314\times10^{-26}$ kg, $J=2.689\times10^{16}$ molecules m⁻² s⁻¹. Division by the site density gives

$$F=\frac{2.689\times10^{16}}{1.0\times10^{19}}\ \mathrm{s^{-1}}=2.689\times10^{-3}\ \mathrm{s^{-1}}$$

per site. The initial filling rate $2sF$ has the same value here, because $2s=1$.

The time to reach a coverage is $t=[\theta/(1-\theta)]/(2sF)$. For half coverage the bracket is 1, and

$$t=\frac{1}{2.689\times10^{-3}\ \mathrm{s^{-1}}}\approx372\ \mathrm{s}.$$

For $\theta=0.9$ and $0.99$ the bracket is 9 and 99, which gives about 3350 s and $3.68\times10^4$ s; the last is about ten hours. The sticking probabilities at the three coverages are 0.125, $5.0\times10^{-3}$ and $5.0\times10^{-5}$.

A one-site law with the same initial rate would need $t=-\ln(1-\theta)/(2sF)$, or about 258, 856 and 1710 s. At half coverage the two laws differ by a factor of 1.4 in time; at $\theta=0.99$ the factor is about 21. The ratio of the times thus grows with coverage, provided that the atoms still hop fast enough to remain random. The difference in coverage at a given time behaves otherwise. After 372 s the two laws give 0.50 and 0.63, but after $3.68\times10^4$ s they give 0.99 and practically 1, a difference of only 0.01. The numerical output gives the times and sticking probabilities together with the tests of the pair count, the hopping limit and the frozen line.

## Values computed for the example and the checks

```
pressure = 1.0e-06 Pa, temperature = 300 K
molecular mass = 32 u = 5.3137e-26 kg
site density = 1.0e+19 m^-2, s = 0.50
gas flux = 2.6891e+16 molecules m^-2 s^-1
arrival rate F = 2.6891e-03 molecules per site per s
initial filling rate 2 s F = 2.6891e-03 s^-1
theta = 0.50: s tau = 1.00, t = 371.9 s, S = 1.25e-01, one-site law t = 257.8 s
theta = 0.90: s tau = 9.00, t = 3346.8 s, S = 5.00e-03, one-site law t = 856.3 s
theta = 0.99: s tau = 99.00, t = 36815.2 s, S = 5.00e-05, one-site law t = 1712.5 s
start theta = 0.2, x = 5: integrated theta = 0.840000, formula = 0.840000
ring, 10 sites, 4 atoms after mixing: P2 = 0.333333, count = 0.333333
4x4 lattice, 6 atoms: arrangements = 8008, P2 = 0.375000, count = 0.375000
square lattice, bonds blocked: adjacent pair = 7, separated atoms = 8
initial loss of S/s per theta: frozen = 1.750, random = 2.000
large-M random law at x = 1: theta = 0.500000
fast-hopping chain, M = 10, x = 1: theta = 0.504812, error = 4.81e-03
fast-hopping chain, M = 100, x = 1: theta = 0.500422, error = 4.22e-04
fast-hopping chain, M = 200, x = 1: theta = 0.500210, error = 2.10e-04
fast-hopping chain, M = 400, x = 1: theta = 0.500105, error = 1.05e-04
10-site ring, x = 1, hop rate per bond = 0 (per unit x): theta = 0.544764, distance to chain = 4.00e-02
10-site ring, x = 1, hop rate per bond = 1 (per unit x): theta = 0.521610, distance to chain = 1.68e-02
10-site ring, x = 1, hop rate per bond = 10 (per unit x): theta = 0.507812, distance to chain = 3.00e-03
10-site ring, x = 1, hop rate per bond = 100 (per unit x): theta = 0.505134, distance to chain = 3.21e-04
10-site ring, x = 1, hop rate per bond = 1000 (per unit x): theta = 0.504845, distance to chain = 3.24e-05
frozen line formula, x = 1: theta = 0.544764, P2 = 0.276115
frozen ring, x = 1: P2 = 0.276115, (1-theta)^2 = 0.207240
frozen line formula, x = 6: theta = 0.85050, P2 = 0.00744
frozen ring, x = 6: theta = 0.85055, P2 = 0.00746, (1-theta)^2 = 0.02233
random law, x = 6: theta = 0.85714
frozen final coverage: line formula = 0.86466, ring at x = 60 = 0.86476
sticking curves cross at theta = 0.7968
coverage curves cross at x = 5.504, theta = 0.8462
```
